# The Lorentzian spectrum of two-state random telegraph noise

Q: I am told that a single trap in a charge-trap memory cell gives noise with a Lorentzian spectrum, and that the corner frequency is "one over the trap time". But a trap has two times, one for capture and one for emission. Which is meant? And what is it that fluctuates?

A: Let me fix the signal first. Take $x(t)$ to be the potential energy of a channel electron near the trap. It has the value $x_0$ while the trap is empty and $x_0+\Delta$ while the trap holds an electron. With $N(t)=0$ for empty and $N(t)=1$ for filled,

$$x(t)=x_0+\Delta\,N(t).$$

The algebra is in atomic units. No physical constant will appear in it, so the formulas keep their form when energies are in eV and times in seconds.

The mean capture time $\tau_c$ is the mean time the trap stays empty before it captures an electron. The mean emission time $\tau_e$ is the mean time it stays filled before it emits one. Neither alone is the answer to your question, as the dynamics will show.

Q: Two averages are not a dynamics. Many random processes share the same mean dwell times.

A: They do, so an assumption is needed: each escape is memoryless. An empty trap captures with a constant probability per unit time, however long it has been empty, and a filled trap emits in the same way. The rates do not change during the measurement.

Let $r$ be such a rate and $P(t)$ the probability that the state has survived for a time $t$. Surviving a further $dt$ has probability $1-r\,dt$, so

$$P(t+dt)=P(t)(1-r\,dt),\qquad \frac{dP}{dt}=-rP,\qquad P(t)=e^{-rt},$$

where $P(0)=1$ was used. The probability density of the dwell time is $-dP/dt=re^{-rt}$, and integration by parts gives its mean:

$$\int_0^\infty t\,re^{-rt}dt=\left[-te^{-rt}\right]_0^\infty+\int_0^\infty e^{-rt}dt=\frac1r .$$

The capture rate is therefore $1/\tau_c$ and the emission rate $1/\tau_e$.

Q: Then the trap should have two decay constants, one for each rate.

A: Let us see what the occupation probability $n(t)$ does. The trap is filled at $t+dt$ if it was filled and did not emit, or was empty and captured:

$$n(t+dt)=n\left(1-\frac{dt}{\tau_e}\right)+(1-n)\frac{dt}{\tau_c}.$$

Subtracting $n$ and dividing by $dt$,

$$\frac{dn}{dt}=\frac{1-n}{\tau_c}-\frac{n}{\tau_e}=\frac1{\tau_c}-\frac n\tau,\qquad \frac1\tau=\frac1{\tau_c}+\frac1{\tau_e}.$$

There is one decay constant, and it contains the sum of the rates. Setting $dn/dt=0$ gives the stationary occupation. With the cycle time $T=\tau_c+\tau_e$,

$$\tau=\frac{\tau_c\tau_e}{T},\qquad p=\frac{\tau}{\tau_c}=\frac{\tau_e}{T}.$$

The deviation obeys $d(n-p)/dt=-(n-p)/\tau$, so

$$n(t)=p+[n(0)-p]\,e^{-t/\tau}.$$

The rates add because both events work towards the same balance. If the trap is filled too often, emission exceeds its stationary value and capture falls below its own.

Q: That is the relaxation of an average. A real trace does not relax; it jumps between two levels for ever. How does your exponential get into the noise?

A: Through a conditional probability. Noise is described by the autocovariance

$$C(t)=\langle x(0)x(t)\rangle-\langle x\rangle^2=\Delta^2\left[\langle N(0)N(t)\rangle-p^2\right].$$

The constant $x_0$ has cancelled. The product $N(0)N(t)$ is 1 if the trap is filled at both times and 0 otherwise. For $t\ge0$ its mean is the probability $p$ of being filled at time zero, multiplied by the probability of being filled at $t$ given that start. The latter is the solution above with $n(0)=1$:

$$\langle N(0)N(t)\rangle=p\left[p+(1-p)e^{-t/\tau}\right].$$

Subtracting $p^2$, and using $C(-t)=C(t)$ for a stationary signal,

$$C(t)=\Delta^2p(1-p)\,e^{-|t|/\tau}.$$

The trap may be filled at both times because it never emitted, or because it emitted and captured again. Both histories are included, since $n(t)$ counts every way of being filled at $t$.

Q: Now the spectrum. Factors of two tend to appear here without explanation.

A: They come from the convention. The transform over all times is $\int_{-\infty}^{\infty}C(t)e^{-i\omega t}dt$ with $\omega=2\pi f$. Because $C$ is even, this equals $2\int_0^\infty C(t)\cos(\omega t)\,dt$. I use the one-sided spectrum, in which the power at $-f$ is added to that at $f$. This gives a second factor of two:

$$S(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt,\qquad f\ge0.$$

Subtracting the mean has removed a delta function at $f=0$ and nothing else. The integral needed is

$$\int_0^\infty e^{-t/\tau}\cos(\omega t)\,dt=\mathrm{Re}\,\frac{1}{1/\tau-i\omega}=\mathrm{Re}\,\frac{\tau(1+i\omega\tau)}{1+\omega^2\tau^2}=\frac{\tau}{1+\omega^2\tau^2}.$$

Hence

$$S(f)=\frac{4\Delta^2p(1-p)\tau}{1+(2\pi f\tau)^2}.$$

Now express everything through the mean times. Since $1-p=\tau_c/T$, we have $p(1-p)=\tau_c\tau_e/T^2=\tau/T$. The numerator is therefore $4\Delta^2\tau^2/T$, and

$$S(f)=\frac{S_0}{1+(f/f_c)^2},$$

$$S_0=\frac{4\Delta^2\tau_c^2\tau_e^2}{(\tau_c+\tau_e)^3},\qquad f_c=\frac1{2\pi\tau}=\frac1{2\pi}\left(\frac1{\tau_c}+\frac1{\tau_e}\right).$$

At $f=f_c$ the spectrum has fallen to half its plateau. That is the meaning of "corner" here, and it answers your first question: the corner is set by the sum of the two rates.

Q: Is $S_0$ the amplitude of the noise? I would have called $\Delta$ the amplitude.

A: The word covers three different quantities. The step $\Delta$ is what one reads from the time trace. The rms fluctuation is the square root of the variance $C(0)=\Delta^2\tau_c\tau_e/T^2$. The plateau $S_0$ is the low-frequency amplitude of the spectrum. The last two are linked by the area. Using $\int_0^\infty df/[1+(f/f_c)^2]=\pi f_c/2$,

$$\int_0^\infty S\,df=\frac{\pi}{2}S_0f_c=\frac{\pi}{2}\cdot4\Delta^2p(1-p)\tau\cdot\frac{1}{2\pi\tau}=\Delta^2p(1-p).$$

The area is the variance, which confirms the factor 4 in the convention.

Q: Put numbers in, please.

A: Take a model trap with round parameters: $\Delta=0.010$ eV, $\tau_c=0.0030$ s and $\tau_e=0.0010$ s. The cycle time is $T=0.0040$ s, and

$$\tau=\frac{0.0030\times0.0010}{0.0040}\ \text{s}=0.00075\ \text{s},\qquad p=\frac{0.0010}{0.0040}=0.25.$$

The correlation time is shorter than either dwell time, as the addition of rates requires. The variance is

$$C(0)=(0.010)^2\times0.25\times0.75\ \text{eV}^2=1.875\times10^{-5}\ \text{eV}^2,$$

so the rms fluctuation is 0.00433 eV, less than half the step. The plateau and corner are

$$S_0=\frac{4\,(0.010)^2(0.00075)^2}{0.0040}\ \frac{\text{eV}^2}{\text{Hz}}=5.625\times10^{-8}\ \frac{\text{eV}^2}{\text{Hz}},$$

$$f_c=\frac{1}{2\pi\times0.00075\ \text{s}}=212.2\ \text{Hz}.$$

In atomic units these are $S_0=3.141\times10^6$ and $f_c=5.133\times10^{-15}$. The plateau is divided by the square of the hartree and by the atomic unit of time; the frequency is multiplied by that time unit.

Q: All of this follows from one chain of algebra. Does a trace that really jumps have this spectrum?

A: One can draw random dwell times and look. For a trace of duration $D$, the estimate of the spectrum is $(2/D)\left|\int_0^Dx(t)e^{-i\omega t}dt\right|^2$, averaged over many traces. If $f$ is a nonzero multiple of $1/D$, the constant mean integrates to zero. With 6000 traces of 0.300 s each, the results in eV²/Hz are:

- 20.00 Hz: simulated $(5.634\pm0.071)\times10^{-8}$, formula $5.575\times10^{-8}$.
- 106.67 Hz: simulated $(4.520\pm0.058)\times10^{-8}$, formula $4.490\times10^{-8}$.
- 213.33 Hz: simulated $(2.783\pm0.036)\times10^{-8}$, formula $2.798\times10^{-8}$.
- 636.67 Hz: simulated $(5.565\pm0.073)\times10^{-9}$, formula $5.624\times10^{-9}$.

The uncertainties are one standard error, and all four differences lie within it. The test allowed five standard errors plus a small bias from the finite duration. That bias arises because a trace of length $D$ contains fewer pairs of points at large separation, which multiplies $C(t)$ by $1-t/D$. As $C$ has decayed after a few $\tau$, the relative change is of order $\tau/D=0.0025$, well below the scatter.

Q: On a doubly logarithmic plot the corner is a gentle bend. How would you locate it?

A: Plot $fS(f)$ instead. With $u=f/f_c$,

$$fS=S_0f_c\,\frac{u}{1+u^2},\qquad \frac{d}{du}\frac{u}{1+u^2}=\frac{1-u^2}{(1+u^2)^2}.$$

The derivative is positive below $u=1$ and negative above, so the peak lies at $f_c$. Its height is $S_0f_c/2$, which by the area formula is the variance divided by $\pi$. For the model trap this is $5.968\times10^{-6}$ eV², and a numerical search on the spectrum finds the peak at 212.21 Hz.

Q: And far above the corner?

A: There the 1 in the denominator can be dropped:

$$S(f)\simeq\frac{S_0f_c^2}{f^2}=\frac{4\Delta^2\tau^2}{T}\,\frac{1}{4\pi^2\tau^2f^2}=\frac{\Delta^2}{\pi^2(\tau_c+\tau_e)f^2}.$$

The correlation time has cancelled. What remains is the squared step and the number of jumps per unit time, $2/T$. At high frequency one sees the separate jumps; how long the trap remembers its state no longer matters. At 1000 times the corner frequency the spectrum of the model trap is $5.625\times10^{-14}$ eV²/Hz, a factor $10^6$ below the plateau.

Q: An experimenter wants the reverse: given a measured spectrum, what are $\tau_c$ and $\tau_e$?

A: The corner gives $\tau=1/(2\pi f_c)$. If the step is known from the time trace, $S_0=4\Delta^2\tau^2/T$ gives the sum of the times, and $\tau_c\tau_e=\tau T$ gives their product:

$$T=\frac{4\Delta^2\tau^2}{S_0},\qquad z^2-Tz+\tau T=0,\qquad z=\frac{T\pm\sqrt{T^2-4\tau T}}{2}.$$

For the model trap $T=0.0040$ s and $\tau T=3.0\times10^{-6}$ s². The square root is 0.0020 s, and the roots are 0.0030 s and 0.0010 s. The result is sensitive to the step, because $T\propto\Delta^2$: a step read as 0.009 eV gives $T=0.00324$ s and roots of 0.00206 s and 0.00118 s.

Q: Which root is the capture time?

A: The spectrum cannot say. Both $S_0$ and $f_c$ are unchanged when $\tau_c$ and $\tau_e$ are exchanged, because a trace turned upside down has the same autocovariance. The time trace decides: if the trap is filled less than half of the time, the longer time is $\tau_c$.

The step is needed too. Without it, $S_0$ and $f_c$ give only the variance and $\tau$, two numbers for three unknowns. They do set a lower limit on the step. Real roots require $T\ge4\tau$, hence $\Delta^2\ge S_0/\tau$. Since $S_0/\tau=4C(0)$, the step must be at least twice the rms fluctuation, here 0.0087 eV. A smaller assumed step would contradict the two-state model.

Q: Suppose capture is very slow and emission fast. Surely the slow process then sets the corner?

A: It is the other way round. For $\tau_c\gg\tau_e$,

$$f_c=\frac{1}{2\pi\tau_e}\left(1+\frac{\tau_e}{\tau_c}\right)\simeq\frac{1}{2\pi\tau_e},\qquad S_0\simeq\frac{4\Delta^2\tau_e^2}{\tau_c}.$$

The trace consists of rare short pulses. The corner reflects their length, and their rarity lowers the plateau. With $\tau_c=0.100$ s and $\tau_e=0.0010$ s the corner is 160.75 Hz, against 159.15 Hz from the emission time alone, a difference of one per cent of the latter. By symmetry, a trap that is nearly always filled has its corner set by $\tau_c$.

Q: Then the noise is strongest when the two times are equal?

A: That depends on which noise is meant and what is held fixed. Keep $\Delta$ and $\tau_e$ fixed and vary $r=\tau_c/\tau_e$. Then

$$C(0)=\Delta^2\frac{r}{(1+r)^2},\qquad \frac{d}{dr}\frac{r}{(1+r)^2}=\frac{1-r}{(1+r)^3},$$

so the variance is largest at $r=1$. For the plateau,

$$S_0=4\Delta^2\tau_e\frac{r^2}{(1+r)^3},\qquad \frac{d}{dr}\frac{r^2}{(1+r)^3}=\frac{2r(1+r)-3r^2}{(1+r)^4}=\frac{r(2-r)}{(1+r)^4},$$

so the maximum is at $r=2$. The reason is that $S_0=4C(0)\tau$. At $r=1$ the variance is stationary, but $\tau=\tau_er/(1+r)$ is still growing. If a change of gate bias moves both times while $\Delta$ stays fixed, the variance is still largest at $r=1$, because it depends only on the ratio. The plateau also depends on $\tau_e$ itself, so its maximum need not lie at $r=2$.

Q: Let me return to the memoryless assumption. If I know the two mean times, does the shape of the dwell-time distribution matter much?

A: It does, both at low frequency and around the corner. The plateau can be found without assuming exponential dwells. Over a long time $t$, the variance of $\int_0^tx\,dt'$ grows as $2t\int_0^\infty C\,dt'=tS(0)/2$. Now count by cycles. Let one cycle have an empty dwell $c$ and a filled dwell $e$, independent of each other, with variances $\sigma_c^2$ and $\sigma_e^2$. The filled time in excess of the average share is

$$e-p(c+e)=(1-p)e-pc,$$

with mean $(1-p)\tau_e-p\tau_c=0$. There are about $t/T$ independent cycles. Because each excess has zero mean, the uncertainty in the number of cycles does not alter the leading growth. The variances add, and

$$S(0)=\frac{2\Delta^2}{T}\left[(1-p)^2\sigma_e^2+p^2\sigma_c^2\right].$$

For exponential dwells $\sigma_e=\tau_e$ and $\sigma_c=\tau_c$. Since $(1-p)\tau_e=p\tau_c=\tau$, the bracket is $2\tau^2$ and $S_0=4\Delta^2\tau^2/T$ returns by a second route.

Now let each dwell consist of two successive memoryless stages, each with half the total mean. This is a mathematical example: the trap runs through four stages in one direction only, which requires an external drive. In thermal equilibrium every step is balanced by its reverse. Hidden configurations of the trap then make the dwell times mixtures of exponentials, with a variance of at least the squared mean. They can also correlate successive dwells, so the formula above need not apply, but a bound survives. With balanced steps $C(t)=\sum_k a_ke^{-\lambda_k|t|}$ with all $a_k\ge0$. The variance gives $\sum_k a_k=\Delta^2\tau/T$. Since $C(0)-C(t)=\tfrac12\langle[x(t)-x(0)]^2\rangle\simeq\tfrac12\Delta^2\,(2t/T)$ at short times, $\sum_k a_k\lambda_k=\Delta^2/T$. The Cauchy–Schwarz inequality then gives $S(0)=4\sum_k a_k/\lambda_k\ge4\left(\sum_k a_k\right)^2/\sum_k a_k\lambda_k=4\Delta^2\tau^2/T$, so in equilibrium the plateau is never lower than for exponential dwells with the same means. A trap beside a current-carrying channel need not be in equilibrium. In the driven two-stage example, the variance of a dwell with mean $\tau_e$ is $2(\tau_e/2)^2=\tau_e^2/2$, and likewise for $\tau_c$. The plateau is halved, although both mean times are the same.

Q: Perhaps that is still a Lorentzian, with a different corner.

A: It is not. The filled fraction is still 0.25 and the variance still $1.875\times10^{-5}$ eV². A Lorentzian with half the plateau and the same area would need twice the corner frequency. Its tail, proportional to $S_0f_c^2$, would then be doubled. The computed ratio of the two-stage spectrum to the exponential one is 0.5000 at zero frequency, 1.2235 at $f_c$ and 1.0003 at $100f_c$. The tail is not doubled. Since the areas are equal, the power missing at low frequency must reappear elsewhere, and the ratio at $f_c$ shows some of it there.

So a histogram of the dwell times is worth making before mean times are extracted from a spectrum. If it is not exponential, the formulas for $S_0$ and $f_c$ cannot be relied on. Exponential histograms are not sufficient either: successive dwells must also be independent. As an extreme mathematical case, let every filled dwell be tied to the preceding empty one by $e=c\,\tau_e/\tau_c$. Both histograms are exponential with the same means, but the excess $(1-p)e-pc$ is zero in every cycle and the plateau vanishes.

Q: What if the cell has several traps?

A: If they switch independently and their steps add, the cross terms in the autocovariance vanish and the spectra add:

$$S(f)=\sum_j\frac{S_{0,j}}{1+(f/f_{c,j})^2}.$$

With different corners, the sum is no longer a single Lorentzian, and one pair of times cannot describe it. If the charge of one trap changes the rates of another, independence is lost and this sum fails as well. The single-trap result holds for one trap, two levels, constant rates and memoryless switching. In a real cell the measured signal is a current or a threshold voltage, not the potential energy used here, and $\Delta$ is then the step in that quantity. The numerical output gives the values for the model trap and for the two-stage case.

## Computed values

```
energy step: 0.010 eV
mean capture time: 0.0030 s
mean emission time: 0.0010 s
mean cycle time: 0.0040 s
relaxation time: 0.000750 s
filled fraction: 0.2500
variance: 1.8750e-05 eV^2
rms fluctuation: 0.00433 eV
plateau S0: 5.6250e-08 eV^2/Hz
corner frequency fc: 212.21 Hz
plateau S0: 3.1406e+06 atomic units
corner frequency fc: 5.1330e-15 atomic units
numerical plateau: 5.6250e-08 eV^2/Hz
numerical half-power frequency: 212.21 Hz
numerical area under S: 1.8750e-05 eV^2
peak of f*S at: 212.21 Hz
peak value of f*S: 5.9683e-06 eV^2
tail test frequency: 2.1221e+05 Hz
S at tail test frequency: 5.6250e-14 eV^2/Hz
simulated traces: 6000, each 0.300 s
f = 20.00 Hz:
  simulated S: 5.634e-08 +- 7.1e-10 eV^2/Hz
  Lorentzian S: 5.575e-08 eV^2/Hz
f = 106.67 Hz:
  simulated S: 4.520e-08 +- 5.8e-10 eV^2/Hz
  Lorentzian S: 4.490e-08 eV^2/Hz
f = 213.33 Hz:
  simulated S: 2.783e-08 +- 3.6e-10 eV^2/Hz
  Lorentzian S: 2.798e-08 eV^2/Hz
f = 636.67 Hz:
  simulated S: 5.565e-09 +- 7.3e-11 eV^2/Hz
  Lorentzian S: 5.624e-09 eV^2/Hz
recovered longer time: 0.003000 s
recovered shorter time: 0.001000 s
unequal case, capture time: 0.100 s
unequal case, corner: 160.75 Hz
corner from emission time alone: 159.15 Hz
capture/emission ratio, largest plateau: 2.0000
capture/emission ratio, largest variance: 1.0000
two-stage dwells, filled fraction: 0.2500
two-stage dwells, variance: 1.8750e-05 eV^2
two-stage/exponential S at f=0: 0.5000
two-stage/exponential S at fc: 1.2235
two-stage/exponential S at 100 fc: 1.0003
```
